# The real-space kernel of the exactly decoupled free Dirac Hamiltonian

The free-electron energy operator $E(p)=\sqrt{c^4+c^2p^2}$ commutes with translations and rotations, so its matrix element between two distinct points $\mathbf x$ and $\mathbf y$ can depend on them only through $r=|\mathbf x-\mathbf y|$. In Hartree atomic units ($\hbar=m=e=1$), the operator can be written as $c^2\sqrt{1+(p/c)^2}$, so $1/c$ is the only length in it. A kernel in three dimensions is an energy per volume, and therefore

$$
\kappa(r)=c^2\,c^3\,g(cr),
$$

with a dimensionless function $g$. At distances so short that the rest energy is irrelevant, $E$ acts like $c|\mathbf p|$. A kernel proportional to the first power of $c$ requires $g\propto(cr)^{-4}$, hence $\kappa\propto c/r^4$. Symmetry and dimensions leave the function $g$ to be found. The result will be

$$
\kappa(r)=-\frac{c^3}{2\pi^2}\,\frac{K_2(cr)}{r^2},\qquad r>0,
$$

where $K_2$ is a modified Bessel function. Because of the $r^{-4}$ singularity this expression is not integrable at the origin, and it defines the operator only together with a rule for $r\to0$, which the derivation also supplies.

The connection with decoupling comes from the free Dirac Hamiltonian $D=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2$. The matrices $\alpha_i$ and $\beta$ anticommute with one another and square to one, so $D^2=c^2p^2+c^4=E^2$. Put $B=\beta\,\boldsymbol\alpha\cdot\mathbf p$. Then $B^\dagger=-B$ and $B^2=-p^2$, and $B$ anticommutes with both $\beta$ and $\boldsymbol\alpha\cdot\mathbf p$, hence with $D$. The Foldy-Wouthuysen matrix is

$$
U=\frac{E+c^2+cB}{\sqrt{2E(E+c^2)}}.
$$

It is unitary because the product of its numerator with the adjoint is

$$
(E+c^2)^2+c^2p^2=(E+c^2)^2+(E-c^2)(E+c^2)=2E(E+c^2).
$$

Since $U^\dagger$ differs from $U$ by the sign of $B$, moving $D$ through it gives $DU^\dagger=UD$, so that $UDU^\dagger=U^2D$. The square of the numerator is

$$
(E+c^2)^2-c^2p^2+2c(E+c^2)B=2(E+c^2)(c^2+cB).
$$

Thus $U^2=(c^2+cB)/E=\beta D/E$, and

$$
UDU^\dagger=\frac{\beta D^2}{E}=\beta E.
$$

The upper two components are then governed by $E$ and the lower two by $-E$.

Another choice of $U$ does not change this block, provided that it preserves translation invariance and assigns the positive energies to the upper components. At each momentum $D$ is traceless and squares to $E^2$, so its four eigenvalues are $E,E,-E,-E$. The upper block is then a Hermitian $2\times2$ matrix with both eigenvalues equal to $E$, which can only be $E$ times the unit matrix. Whatever non-locality $E$ has is therefore common to all decouplings of this class.

To reach real space, write the square root as a superposition of exponentials, whose kernels are Gaussians. For $A>0$, integration by parts gives

$$
\int_0^\infty\frac{1-e^{-tA}}{t^{3/2}}\,dt
=\left[-\frac{2(1-e^{-tA})}{\sqrt t}\right]_0^\infty
+2A\int_0^\infty\frac{e^{-tA}}{\sqrt t}\,dt=2\sqrt{\pi A}.
$$

The boundary term vanishes at both ends, and the last integral is $\sqrt{\pi/A}$. Apply this with $A=c^2+k^2$ and with $A=c^2$, subtract, and multiply by $c$:

$$
E(k)-c^2=\frac{c}{2\sqrt\pi}\int_0^\infty t^{-3/2}e^{-tc^2}\bigl(1-e^{-tk^2}\bigr)\,dt .
$$

The normalized Gaussian $G_t(r)=(4\pi t)^{-3/2}e^{-r^2/4t}$ has the Fourier transform $e^{-tk^2}$, as completing the square in each Cartesian direction shows. Hence

$$
1-e^{-tk^2}=\int G_t(r)\,(1-\cos\mathbf k\cdot\mathbf r)\,d^3r .
$$

All factors are non-negative, so the integrals over $t$ and $\mathbf r$ may be exchanged:

$$
E(k)-c^2=\int w(r)(1-\cos\mathbf k\cdot\mathbf r)\,d^3r,
\qquad
w(r)=\frac{c}{16\pi^2}\int_0^\infty t^{-3}e^{-tc^2-r^2/4t}\,dt .
$$

The prefactor is $c/(2\sqrt\pi)$ times $(4\pi)^{-3/2}=1/(8\pi^{3/2})$.

The Bessel function enters through the representation

$$
K_\nu(z)=\int_0^\infty\cosh(\nu u)\,e^{-z\cosh u}\,du
=\frac12\left(\frac z2\right)^{\nu}\int_0^\infty s^{-\nu-1}e^{-s-z^2/4s}\,ds ,
$$

whose two forms are related by $s=(z/2)e^u$. With $t=s/c^2$ and $z=cr$,

$$
\int_0^\infty t^{-3}e^{-tc^2-r^2/4t}\,dt
=c^4\int_0^\infty s^{-3}e^{-s-z^2/4s}\,ds
=c^4\,\frac{8K_2(cr)}{(cr)^2}=\frac{8c^2K_2(cr)}{r^2}.
$$

Therefore $w(r)=c^3K_2(cr)/(2\pi^2r^2)$, which is positive.

For a smooth, rapidly decaying function $f$, multiply the momentum formula by the Fourier transform of $f$ and transform back. The factor $\cos\mathbf k\cdot\mathbf r$ becomes the average of two opposite displacements:

$$
(Ef)(\mathbf x)=c^2f(\mathbf x)+\int w(r)
\left[f(\mathbf x)-\frac{f(\mathbf x+\mathbf r)+f(\mathbf x-\mathbf r)}2\right]d^3r .
$$

The bracket is of order $r^2$ near the origin, while $w\,d^3r$ is of order $r^{-2}dr$, so the integral converges. If a ball $r<\varepsilon$ is first cut out, the two displaced terms contribute equally, and

$$
(Ef)(\mathbf x)=c^2f(\mathbf x)+\lim_{\varepsilon\to0}
\int_{r>\varepsilon}w(r)\,[f(\mathbf x)-f(\mathbf y)]\,d^3y .
$$

The coefficient of $f(\mathbf y)$ at a different point is $\kappa(r)=-w(r)$. This is the stated kernel with its sign. With mass and $\hbar$ restored it reads $-(m^2c^3/2\pi^2\hbar)K_2(mcr/\hbar)/r^2$, and the length is the reduced Compton length $\hbar/mc$.

Its short-distance form follows from the substitution $s=z^2/4v$ in the second representation:

$$
K_2(z)=\frac2{z^2}\int_0^\infty v\,e^{-v-z^2/4v}\,dv
=\frac2{z^2}-\frac12+\cdots,\qquad z\to0 .
$$

Thus $\kappa\to-c/(\pi^2r^4)$. This is also the kernel of $c|\mathbf p|$: dropping $e^{-tc^2}$ from $w$ leaves $(c/16\pi^2)\int t^{-3}e^{-r^2/4t}dt=(c/16\pi^2)(16/r^4)$.

For large $z$, put $v=\cosh u-1$ in the first representation. Then $\cosh2u=1+4v+2v^2$ and $du=dv/\sqrt{v(2+v)}$. Expanding to first order in $v$ gives

$$
K_2(z)\simeq\frac{e^{-z}}{\sqrt2}\int_0^\infty\frac{e^{-zv}}{\sqrt v}
\left(1+\frac{15v}{4}\right)dv
=\sqrt{\frac{\pi}{2z}}\,e^{-z}\left(1+\frac{15}{8z}\right),
$$

where $15/4=4-1/4$ combines the numerator with the expansion of $(1+v/2)^{-1/2}$. The kernel therefore changes from the power law $r^{-4}$ for $cr\ll1$ to the form $r^{-5/2}e^{-cr}$ for $cr\gg1$. The change is gradual, with no sharp edge at $1/c$: the local decay rate $-d\ln|\kappa|/dr$ is $4.37c$ at $cr=1$, $2.55c$ at $cr=2$ and $1.27c$ at $cr=10$, and it approaches $c$ only slowly.

The computed values show this change. With $c=137.036$, the length $1/c$ is $0.0072974$ bohr, or $0.38616$ pm. At $cr=0.5$ the kernel is $-7.394\times10^{10}$ hartree/bohr$^3$. The massless form $-c/(\pi^2r^4)$ gives $-7.83\times10^{10}$, larger in magnitude by 6% of the full value. At $cr=1$ the excess is already 23%. Between $cr=5$ and $cr=10$ the magnitude falls from $5.199\times10^5$ to $5.266\times10^2$ in the same unit, a factor of 987. The large-distance form predicts

$$
2^{5/2}e^5\,\frac{1+15/40}{1+15/80}\approx972 ,
$$

which is 1.5% below the computed ratio.

The singularity at the origin also affects how the rest energy should be read. The integrated weight outside the excluded ball is

$$
\int_{r>\varepsilon}w\,d^3r=\frac{2c^2}{\pi}\int_{c\varepsilon}^\infty K_2(z)\,dz .
$$

Differentiating the first representation of $K_1$ and using $\cosh^2u=(1+\cosh2u)/2$ gives $-K_1'=(K_0+K_2)/2$, so $K_2=-2K_1'-K_0$. Consequently

$$
\int_\delta^\infty K_2\,dz=2K_1(\delta)-\int_\delta^\infty K_0\,dz .
$$

Here $K_1(\delta)=1/\delta$ up to terms that vanish with $\delta$, and $\int_0^\infty K_0\,dz=\int_0^\infty du/\cosh u=\pi/2$. The constant term is thus $-\pi/2$. The term linear in $\delta$ follows from the small-$z$ form of $K_2$, because the derivative of the integral is $-K_2(\delta)=-2/\delta^2+1/2+\cdots$. Altogether,

$$
\int_{r>\varepsilon}w\,d^3r=\frac{4c}{\pi\varepsilon}-c^2+\frac{c^3\varepsilon}{\pi}+\cdots .
$$

At $c\varepsilon=0.001$, removing the divergent term should leave $(-1+0.001/\pi)c^2=-0.999682\,c^2$, which is the computed value. The finite part cancels the explicit $c^2f$ in the operator:

$$
(Ef)(\mathbf x)=\lim_{\varepsilon\to0}\left[\frac{4c}{\pi\varepsilon}f(\mathbf x)
+\int_{r>\varepsilon}\kappa(r)f(\mathbf y)\,d^3y\right].
$$

The rest energy is thus an explicit local term in the subtracted form, whereas here it is contained in the limit. How much of the operator appears as a local term depends on how the singular integral is arranged. Without the divergent counterterm, the integral of $\kappa f$ has no limit wherever $f(\mathbf x)\ne0$.

Non-locality can now be shown directly. Let $f$ be smooth, non-negative and not identically zero, and let it vanish outside a ball. At a point $\mathbf x$ outside the ball $f(\mathbf x)=0$, there is no singularity to subtract, and

$$
(Ef)(\mathbf x)=\int\kappa(|\mathbf x-\mathbf y|)f(\mathbf y)\,d^3y<0 .
$$

The result is non-zero at every point outside, since $K_2$ is positive. The Dirac operator, in contrast, contains first derivatives and constant matrices, and it gives zero there. So does any finite truncation of the expansion of $E$ in powers of $p^2$.

The transformation itself must also be non-local. If $U$ did not enlarge the support of functions, neither would $U^\dagger=\beta U\beta$, because $\beta$ acts at a point. Then $UDU^\dagger=\beta E$ would not enlarge supports either, which contradicts the inequality. The coordinate $\mathbf x$ in the decoupled representation therefore does not have the same meaning as the coordinate in the Dirac equation: a function localized in one representation is in general spread out in the other.

A numerical case is $f=(1-r^2/R^2)^6$ inside $R=1/c$ and zero outside. This function has five continuous derivatives at the edge. At distances $1/c$, $2/c$ and $4/c$ from the edge, $Ef$ is $-20.0$, $-2.03$ and $-0.0611$ hartree, for a function equal to one at its centre. These values can be estimated by placing the whole integral of $f$ at the centre. With $x=r/R$,

$$
\int f\,d^3r=\frac{4\pi}{c^3}\int_0^1x^2(1-x^2)^6\,dx
=\frac{4\pi}{c^3}(0.022733)=1.110\times10^{-7}\ \text{bohr}^3 .
$$

The first point lies at $cr=2$ from the centre, where $\kappa=-1.553\times10^8$ hartree/bohr$^3$, so the estimate is $-17.2$ hartree. The last lies at $cr=5$ and gives $-0.0577$ hartree. The estimates are too small in magnitude by 14% and 6% of the full results.

The sign of this error can be derived. Differentiating the second representation gives $d(z^{-2}K_2)/dz=-z^{-2}K_3$, and the radial Laplacian is then

$$
\nabla_z^2\frac{K_2(z)}{z^2}=\frac1{z^2}\frac{d}{dz}\left(z^2\frac{d}{dz}\frac{K_2}{z^2}\right)
=-\frac{K_3'(z)}{z^2}>0 ,
$$

because $K_3$ decreases. A function with positive Laplacian has a larger average over a spherical shell than at the shell's centre, so spreading the source over the ball increases the magnitude of $Ef$.

For slowly varying functions the same non-local operator reproduces the usual local expansion. Averaging over the directions of $\mathbf r$ gives

$$
\langle1-\cos\mathbf k\cdot\mathbf r\rangle=1-\frac{\sin kr}{kr}
=\frac{k^2r^2}{6}-\frac{k^4r^4}{120}+\cdots .
$$

The necessary moments follow by inserting the second representation of $K_2$ and integrating first over $z$, then over $s$. For $\mu>1$,

$$
\int_0^\infty z^\mu K_2(z)\,dz
=2^{\mu-1}\,\Gamma\!\left(\frac{\mu+3}{2}\right)\Gamma\!\left(\frac{\mu-1}{2}\right).
$$

This equals $3\pi/2$ for $\mu=2$, $8$ for $\mu=3$ and $15\pi/2$ for $\mu=4$. The first two terms of the energy are

$$
\frac{1}{2\pi^2}\,\frac{4\pi}{6}\,\frac{3\pi}{2}\,k^2=\frac{k^2}{2},
\qquad
-\frac{1}{2\pi^2c^2}\,\frac{4\pi}{120}\,\frac{15\pi}{2}\,k^4=-\frac{k^4}{8c^2}.
$$

The non-relativistic kinetic energy thus comes from the second moment of the positive weight $w=-\kappa$, multiplied by $k^2/6$. Its normalized distribution over $z=cr$ is $(2/3\pi)z^2K_2(z)$, with mean $(2/3\pi)\cdot8=16/(3\pi)=1.698$ and median $1.324$. Separations below $1/c$ supply 39.5% of it, those below $2/c$ supply 67.4%, and those below $5/c$ supply 96.5%. In this sense the kinetic operator is built up over about a Compton length. It looks local when $f$ varies little over that length.

The expansion in powers of $k/c$ converges for $k<c$ and diverges for $k>c$, since the square root has branch points at $k=\pm ic$. The kernel formula has no such restriction. At $k=5c$ the integral for $E-c^2$ gives $4.0990195\,c^2$, so $E=5.0990195\,c^2$, which agrees with $\sqrt{26}\,c^2$ to the digits shown.

A localized wave packet shows what this means for an energy. Take $f=(\pi a^2)^{-3/4}e^{-r^2/2a^2}$ with the round parameter $a=0.02$ bohr, which is $2.74/c$. The overlap of $f$ with a copy displaced by $\mathbf r$ follows from $x^2+|\mathbf x+\mathbf r|^2=2|\mathbf x+\mathbf r/2|^2+r^2/2$ and equals $e^{-r^2/4a^2}$. The kinetic energy is therefore

$$
\langle E-c^2\rangle=\frac{c^3}{2\pi^2}\int\frac{K_2(cr)}{r^2}
\left(1-e^{-r^2/4a^2}\right)d^3r=1746.09\ \text{hartree},
$$

or $47.51$ keV. The average over the momentum distribution, computed separately, gives the same value.

The momentum density is proportional to $e^{-a^2k^2}$, so $\langle k^2\rangle=3/(2a^2)$, $\langle k^4\rangle=15/(4a^4)$ and $\langle k^6\rangle=105/(8a^6)$. The local expansion $k^2/2-k^4/8c^2+k^6/16c^4$ then gives

$$
\frac{3}{4a^2}-\frac{15}{32a^4c^2}+\frac{105}{128a^6c^4}
=1875.00-156.01+36.35=1755.34\ \text{hartree}.
$$

This is 9.25 hartree too high, or 0.53% of the full kinetic energy. Carrying the series further does not eventually remove the error. The moments $\langle k^{2n}\rangle$ grow like $\Gamma(n+3/2)/a^{2n}$, whereas the coefficients of the square-root series fall only as $n^{-3/2}c^{-2n}$ times $c^2$. The factorial growth wins for any fixed $a$, and the series for this packet is asymptotic.

In the real-space integral, pairs of points closer than $1/c$ contribute 42.2% of the energy, and pairs separated by more than $3/c$ contribute 13.0%. The first share exceeds the 39.5% of the second moment because $1-e^{-r^2/4a^2}$ falls progressively below its small-$r$ form $r^2/4a^2$, which reduces the weight of distant pairs relative to close ones. The two distributions approach each other as $ac\to\infty$.

These results hold for a free electron. In an external potential $V$, the free transformation turns $V$ into $UVU^\dagger$, which is in general neither local nor block-diagonal, and a transformation that decouples the full Hamiltonian in general depends on $V$. The kernel $\kappa$ then still describes the free part $\beta E$ after the free transformation, but it is not the kernel of the complete decoupled Hamiltonian.

## Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.
rest energy c^2 = 18778.865 hartree
reduced Compton length 1/c = 0.0072974 bohr = 0.38616 pm
kernel at c r = 0.5: -7.39369e+10 hartree/bohr^3
kernel at c r = 1: -3.97790e+09 hartree/bohr^3
kernel at c r = 2: -1.55312e+08 hartree/bohr^3
kernel at c r = 5: -5.19890e+05 hartree/bohr^3
kernel at c r = 10: -5.26599e+02 hartree/bohr^3
E from kernel at k = 0.1 c: 1.0049876 c^2
E from kernel at k = 1 c: 1.4142136 c^2
E from kernel at k = 5 c: 5.0990195 c^2
cutoff for singularity check: c eps = 0.001
finite part of minus integrated kernel = -0.999682 c^2
second-moment coefficient of p^2 = 0.50000000
fourth-moment coefficient of -p^4/c^2 = 0.12500000
second-moment fraction within c r = 1: 0.39525
second-moment fraction within c r = 2: 0.67444
second-moment fraction within c r = 5: 0.96462
second-moment median distance = 1.32367 /c
second-moment mean distance = 1.69765 /c
Gaussian width a = 0.02 bohr = 2.7407 /c
Gaussian kinetic energy, real space = 1746.08581 hartree
Gaussian kinetic energy, momentum space = 1746.08581 hartree
Gaussian kinetic energy converted = 47.5134 keV
Gaussian p^2 term = 1875.0000 hartree
Gaussian p^4 term = -156.0098 hartree
Gaussian p^6 term = 36.3463 hartree
sum of these three terms = 1755.3365 hartree
energy share from pairs with c r < 1: 0.42222
energy share from pairs with c r < 3: 0.86966
ball radius R = 0.0072974 bohr, f at centre = 1
E f at distance 1/c outside ball = -1.99992e+01 hartree
E f at distance 2/c outside ball = -2.03063e+00 hartree
E f at distance 4/c outside ball = -6.11060e-02 hartree
```
